# Height of a marker layer from X-ray standing-wave fluorescence above a mirror

A polymer film lies on a gold mirror and carries on its top a very thin layer containing zinc. An X-ray beam meets it at a few milliradians, and a detector counts zinc fluorescence while the angle is scanned. The count rises and falls several times, because the zinc sits in the interference field of the incident and reflected waves. How high above the gold is the zinc? The spacing of the fringes suggests an answer, but the phase of the reflected wave also changes with angle. I begin with an empty gap in place of the film.

## 1. Marker above a mirror, vacuum between

**Conventions.** The mirror fills $z<0$ and the marker is at $z=h$. Fields vary as $e^{-i\omega t}$, and the electric field lies parallel to the surface and perpendicular to the plane of incidence. The glancing angle is $\theta$, the vacuum wave number is $k=\omega/c$ (photon energy divided by $\hbar c$), and
$$q=2k\sin\theta .$$
Units are Gaussian.

**Response of the mirror.** Well above its binding frequencies an electron moves as if free: $m\ddot x=-eE$ gives $x=eE/(m\omega^2)$. With $n$ electrons per volume the polarization is $P=-nex=-ne^2E/(m\omega^2)$, so
$$\epsilon=1+\frac{4\pi P}{E}=1-\frac{4\pi ne^2}{m\omega^2}.$$
Binding is allowed for by using an effective electron number per atom. Absorption is left out for now.

The surface conserves the in-plane wave number $k\cos\theta$. The wave equation becomes $E''+k_z^2E=0$ with
$$k_z^2=\epsilon k^2-k^2\cos^2\theta=k^2\sin^2\theta-\frac{4\pi ne^2}{mc^2}=\frac{q^2-q_m^2}{4},\qquad q_m^2=\frac{16\pi ne^2}{mc^2}.$$
For $q<q_m$ the field in the mirror is evanescent, $E=te^{\kappa z}$, with
$$\kappa=\tfrac12\sqrt{q_m^2-q^2}.$$

**Reflection phase.** Above the mirror $E=e^{-iqz/2}+re^{iqz/2}$; the first term travels downward. The tangential electric and magnetic fields are continuous, hence so are $E$ and $E'$:
$$1+r=t,\qquad \frac{iq}{2}(r-1)=\kappa t .$$
Eliminating $t$ gives $r(iq/2-\kappa)=iq/2+\kappa$. Multiplying both sides by $-2i$,
$$r=\frac{q-2i\kappa}{q+2i\kappa}.$$
The denominator has modulus $\sqrt{q^2+4\kappa^2}=q_m$ and argument $\arccos(q/q_m)$. The numerator is its conjugate. Therefore
$$r=e^{i\varphi},\qquad \varphi=-2\arccos(q/q_m).$$

**Fluorescence.** The photoabsorption rate of a marker atom is taken as proportional to $|E|^2$, and the escape of its fluorescence as independent of $\theta$. The beam floods the whole sample, so the number of lit atoms is fixed. (If the footprint lies wholly on the sample, that number varies as $1/\sin\theta$, and the signal must first be multiplied by $\sin\theta$.) Relative to the marker in the incident wave alone, the yield is
$$Y=\left|e^{-iqh/2}+e^{i\varphi}e^{iqh/2}\right|^2=2+2\cos(qh+\varphi).$$

**Limits.** At $q\to0$, $\varphi\to-\pi$ and $Y\to0$: the two waves cancel. At $q\to q_m$, $\varphi\to0$ and the mirror surface becomes an antinode. For a very dense mirror, $q_m\to\infty$ at fixed $q$, the phase stays at $-\pi$ and $Y=4\sin^2(qh/2)$. In that limit the simple rule $h=2\pi/\Delta q$ holds. For a finite $q_m$ it does not, because
$$\frac{d\varphi}{dq}=\frac{2}{\sqrt{q_m^2-q^2}}=\frac1\kappa .$$
The local fringe rate is $h+1/\kappa$: the rule adds the decay length of the field in the mirror to the height.

**Beyond the edge.** For $q>q_m$ the mirror carries a wave $te^{-ipz}$ with $2p=\sqrt{q^2-q_m^2}$. Matching gives $q(1-r)=2p(1+r)$, so $r=(q-2p)/(q+2p)$, real and positive. The phase has stopped running, but the contrast at fixed $q$, $2r/(1+r^2)$, falls. At $q=1.2\,q_m$, $r=0.288$ and the contrast is 0.53. In an angular scan the falling $r$ also pulls the maxima below $qh=2\pi m$ (only slightly, except close to the edge), since there $dY/dq=2(1+r)\,dr/dq<0$. The strong fringes are those below the edge.

**A marker of finite thickness.** For a uniform marker of thickness $w$ centred at $h$ in the gap,
$$\frac1w\int_{h-w/2}^{h+w/2}\cos(qz+\varphi)\,dz=\frac{\sin(qw/2)}{qw/2}\cos(qh+\varphi).$$
The phase refers to the centre and the contrast drops. For $w=1$ nm at $q=0.685$ nm$^{-1}$ the factor is 0.98. This assumes that the marker itself does not refract, a point taken up in section 4.

## 2. The gap is filled with a film

Let the film, $0<z<h$, have a lower electron density than the mirror and a critical value $q_s<q_m$. Vacuum begins at $z=h$, where the marker sits. Inside the film $k_z=Q/2$, with
$$Q=\sqrt{q^2-q_s^2}.$$
I take $q_s<q<q_m$. In the mirror
$$2\kappa=\sqrt{q_m^2-q^2}=\sqrt{Q_c^2-Q^2},\qquad Q_c^2=q_m^2-q_s^2 .$$
The matching at $z=0$ is that of section 1 with $q$ replaced by $Q$ and $q_m$ by $Q_c$. The film field is proportional to
$$e^{-iQz/2}+e^{i\varphi}e^{iQz/2}=2e^{i\varphi/2}\cos\frac{Qz+\varphi}{2},\qquad \varphi=-2\arccos\frac{Q}{Q_c}.$$

Its amplitude is fixed at the top. With unit incident amplitude and reflected amplitude $\rho$ there,
$$E=1+\rho,\qquad E'=\frac{iq}{2}(\rho-1).$$
Since $2E'/(iq)=\rho-1$, subtraction removes $\rho$: $E-2E'/(iq)=2$. Writing $L=E'/E$ and using $-1/i=i$,
$$E(h)=\frac{2}{1+2iL/q},\qquad L=-\frac Q2\tan\frac{\Phi}{2},\qquad \Phi=Qh-2\arccos\frac{Q}{Q_c}.$$
$L$ is real, so
$$\boxed{\,Y=\frac{4}{1+(Q/q)^2\tan^2(\Phi/2)}\,}$$
This includes all multiple reflections between the two faces of the film.

**Limit of an empty gap.** With $q_s=0$, $Q=q$ and $Y=4\cos^2(\Phi/2)=2+2\cos\Phi$, as before.

**Limit at the film's own critical angle.** As $Q\to0$, $\Phi/2\to-\pi/2+Q(h/2+1/Q_c)$, so $Q\tan(\Phi/2)\to-2/(h+2/Q_c)$ and
$$Y(q_s)=\frac{4}{1+4/[q_s(h+2/Q_c)]^2}.$$
For a thick film this is close to 4. The first maximum, $\Phi=0$, then lies just above the film's critical angle, since it has $Qh=2\arccos(Q/Q_c)<\pi$.

**Numerical test.** The wave equation was integrated upward from a node placed 100 nm deep in the mirror, without using the reflection coefficient above. For the loss-free stack of section 3, at $q=0.24$, 0.31, 0.42, 0.55 and 0.68 nm$^{-1}$, the yield differed from the boxed formula by at most $4\times10^{-10}$.

**Where the maxima are.** The formula gives $Y\le4$, with equality when $L=0$:
$$\Phi(Q_m)=2\pi m .$$
There the field is flat at the top surface and the reflected wave is in phase with the incident one.

Could the factor $Q/q$ create other maxima? Let $g=(Q/q)\tan(\Phi/2)$. Where $g>0$, both factors grow with $Q$ and $Y$ falls. Where $g<0$,
$$\frac{d\ln|g|}{dQ}=\frac{q_s^2}{Qq^2}-\frac{\Phi'}{|\sin\Phi|}.$$
Since $\Phi+\pi=Qh+2\arcsin(Q/Q_c)$ and $\arcsin x\le x/\sqrt{1-x^2}$,
$$|\sin\Phi|\le\Phi+\pi\le Q\left(h+\frac{2}{\sqrt{Q_c^2-Q^2}}\right)=Q\Phi'.$$
The second term is thus at least $1/Q$, while the first is less than $1/Q$. So $|g|$ decreases and $Y$ rises steadily to the next 4. There are no others.

$\Phi$ rises from $-\pi$ to $Q_ch$, so between the two critical angles $m$ runs from 0 to the integer part of $Q_ch/2\pi$ (setting aside a maximum exactly at the edge). Two maxima therefore require $h>2\pi/Q_c$.

**Height.** Each maximum obeys
$$Q_mh=2\pi m+2\arccos(Q_m/Q_c).$$
If the order is known, one maximum suffices. If only the difference of orders is known, subtract two such equations:
$$h=\frac{2\pi(m_b-m_a)+2\arccos(Q_b/Q_c)-2\arccos(Q_a/Q_c)}{Q_b-Q_a}.$$
Integrating $\Phi'=h+1/\kappa$ between the same maxima shows what the simple rule returns:
$$\frac{2\pi(m_b-m_a)}{Q_b-Q_a}=h+\left\langle\frac1\kappa\right\rangle ,$$
the bracket being the mean over $Q$. As $1/\kappa\ge2/Q_c$, the excess cannot vanish for a finite mirror density, however thick the film.

## 3. A 50 nm film on gold

Take 10 keV photons, $\lambda=0.12398$ nm. Rough typical values are 19.3 g/cm³ and 73 effective electrons per atom for gold, hence 4308 electrons per nm³, and 340 per nm³ for the polymer. These give $q_m=0.7811$ and $q_s=0.2195$ nm$^{-1}$, or critical angles of 7.71 and 2.17 mrad, and
$$Q_c=\sqrt{q_m^2-q_s^2}=0.7497\ \text{nm}^{-1}.$$
With $h=50$ nm, $Q_ch/2\pi=5.97$, so six maxima are expected between the two critical angles. The count is marginal: 74 effective electrons per gold atom, or $h=50.4$ nm, gives seven. A computed loss-free angular scan shows six there, from 2.24 to 6.76 mrad. Further maxima follow at and beyond the gold's critical angle, the first of them near 7.7 mrad; the height formulas of section 2 do not apply to these. At the film's critical angle the limit above gives $0.2195\times(50+2.67)=11.56$ and $Y=4/(1+4/11.56^2)=3.88$. From there the yield rises by only 3% to the first maximum, at 2.24 mrad. I use $m=1$ and $m=5$:

| $m$ | $\theta$ (mrad) | $q$ (nm$^{-1}$) | $Q$ (nm$^{-1}$) |
|---|---|---|---|
| 1 | 2.793 | 0.28311 | 0.17886 |
| 5 | 6.762 | 0.68534 | 0.64926 |

Four fringes correspond to $8\pi=25.133$. The simple rule in the external variable gives
$$25.133/0.40223=62.5\ \text{nm}.$$
Allowing for refraction in the film, it gives
$$25.133/0.47040=53.4\ \text{nm}.$$
The remaining excess, 3.4 nm, equals the mean decay length in the gold, 3.43 nm. The two phase terms are $2\arccos(0.64926/0.7497)=1.047$ and $2\arccos(0.17886/0.7497)=2.660$, so
$$h=\frac{25.133+1.047-2.660}{0.47040}=50.0\ \text{nm}=500\ \text{Å}.$$
Maximum 5 alone gives $(31.416+1.047)/0.64926=50.0$ nm. This agreement tests the inversion on data computed from the same model; it is not the accuracy of a measurement.

A single maximum needs the right order. Miscounting by one at $m=5$ moves the height by $2\pi/0.64926=9.7$ nm.

## 4. What the simple stack leaves out

The scan was recomputed with one effect added at a time and analysed with the unchanged formulas. Shifts are relative to the film's top surface at 50 nm.

| Effect | from $m=1,5$ (nm) | from $m=5$ (nm) |
|---|---|---|
| absorption in gold | +0.01 | +0.02 |
| marker 1 nm thick, refracting | +1.45 | +0.22 |
| graded gold interface, 0.5 nm rms | −0.02 | −0.04 |
| angular spread, 0.05 mrad rms | −0.03 | +0.00 |
| angle read 0.02 mrad too high | +0.11 | −0.18 |
| gold 3% less dense than assumed | +0.11 | +0.09 |
| film 5% less dense than assumed | −0.56 | +0.15 |
| footprint factor not removed | −0.34 | +0.09 |

**The marker.** Its centre is at 50.5 nm, yet neither estimate is shifted by 0.5 nm. The reason follows to first order in its thickness $w$. Let $q_M$ be the marker's critical value. Inside it $L'=E''/E-L^2=-(q^2-q_M^2)/4-L^2$. Near a maximum $L$ is itself of order $w$, so $L^2$ can be dropped, and the values at its top and bottom are related by
$$L_{\rm bot}=L_{\rm top}+\frac{(q^2-q_M^2)w}{4}.$$
The intensity averaged over the marker is $|E_{\rm top}|^2(1-L_{\rm top}w)$, up to terms that vary slowly with angle. With $|E_{\rm top}|^2\approx4(1-4L_{\rm top}^2/q^2)$, the maximum requires $-8L_{\rm top}/q^2-w=0$, or $L_{\rm top}=-wq^2/8$. Hence
$$L_{\rm bot}=\frac{w(q^2-2q_M^2)}{8}.$$
Near a maximum $L_{\rm bot}\approx-Q(\Phi-2\pi m)/4$, so $\Phi-2\pi m=-w(q^2-2q_M^2)/(2Q)$. The single-maximum formula then returns
$$h+\frac{w(q^2-2q_M^2)}{2Q^2}.$$
With no refraction in the film or the marker this is $h+w/2$, the centre, as in section 1. Here the marker has 1000 electrons per nm³, so $q_M^2=0.7811^2\times1000/4308=0.1416$ nm$^{-2}$. At $m=5$ the shift is $(0.4697-0.2832)/(2\times0.4215)=0.22$ nm, as in the table. For the pair, the differences of $w(q^2-2q_M^2)/(2Q)$ give $(0.144+0.568)/0.4704=1.51$ nm, against 1.45 nm in the full calculation. Most of this comes from the low-angle maximum: there the marker's refraction makes $q^2-2q_M^2$ negative, and the small $Q$ in the denominator enlarges the term. Both shifts depend strongly on the marker's density: for a non-absorbing 1 nm marker with 340 electrons per nm³ the full calculation gives +0.71 nm from the pair and +0.44 nm from $m=5$, and with 1800 per nm³ it gives +2.08 and −0.04 nm.

**Angle and film density.** The same sensitivity appears in $dQ/dq=q/Q$, which is 1.58 at $m=1$ and 1.06 at $m=5$. An angle read too high raises $Q_1$ more than $Q_5$. It shrinks their difference and enlarges the height from the pair, while the larger $Q_5$ lowers the height from $m=5$ alone. A film less dense than assumed makes both calculated $Q$ values too small, again more so at $m=1$, and the signs reverse.

**Loss of contrast.** Absorption in the gold lowers the maxima from 4 to 3.95 at $m=1$ and 3.53 at $m=5$, but hardly moves them. An angular spread $\delta\theta$ spreads the phase by about $(h+1/\kappa)(q/Q)\,2k\,\delta\theta$. For 0.05 mrad at $m=5$ this is 0.30 rad. It grows with $h$, so a thick enough film washes out the fringes. A relative bandwidth of $2\times10^{-4}$ spreads $q$ by that fraction and contributes $(h+1/\kappa)(q^2/Q)\times2\times10^{-4}=0.008$ rad. (The program prints the simpler estimate $qh\times2\times10^{-4}$, which leaves out the decay length and the factor $q/Q$.)

**Beside a real sample.** A 10 keV beam excites the zinc K line and lies below the gold L edges. The densities and absorption used here are rough, and the marker's density and 1 nm thickness are illustrative. Among the effects in the table, at the sizes assumed there, the finite thickness and refraction of the marker give the largest shift in either estimate. With absorption, marker thickness, interface grading and angular spread together, the two estimates are 51.3 and 50.3 nm. Errors in density and angle come on top. Lateral variations of film thickness and roughness of the film's top are not included. For these four effects together, the maximum $m=5$, with its order securely counted, gives the smaller error, though not the smaller error for every separate effect. Adding errors of up to 0.02 mrad in angle, 3% in gold density and 5% in film density, of either sign, with or without the footprint factor, the largest departure from 50 nm is 0.8 nm for $m=5$ and 2.0 nm for the pair. In a few combinations, however, the errors of the pair cancel and it comes closer. A further maximum lies at the gold's edge (7.73 mrad, yield 2.6, with the four effects included) and must not be taken for $m=5$. The tabulated values are given to more digits in the numerical output below.

## Numbers as computed

```
photon energy 10.0 keV, wavelength 0.12398 nm
gold (rough): 19.3 g/cm3, 73 effective electrons/atom
electron density: mirror 4308, spacer 340 per nm^3
beta (rough): mirror 2.2e-06, spacer 2.0e-09
marker (rough): 1000 el/nm^3, beta 8.0e-07
critical q: mirror 0.7811, spacer 0.2195 1/nm; Qc 0.7497 1/nm
critical angle: mirror 7.707 mrad, spacer 2.165 mrad
true marker height 50.0 nm; Qc h/(2 pi) = 5.966
largest deviation of yield formula from ODE 3.6e-10
maxima: m, angle (mrad), q (1/nm), Q (1/nm), height from it (nm)
  0  2.2437  0.22741  0.05965  50.000
  1  2.7932  0.28311  0.17886  50.000
  2  3.6500  0.36994  0.29782  50.000
  3  4.6429  0.47058  0.41627  50.000
  4  5.6943  0.57714  0.53379  50.000
  5  6.7619  0.68534  0.64926  50.000
simple rule in q, maxima 1 to 5: 62.48 nm
simple rule in Q, maxima 1 to 5: 53.43 nm
mean field decay length in mirror: 3.43 nm
smallest decay length 2/Qc: 2.67 nm
corrected height, maxima 1 to 5: 50.000 nm = 500.00 angstrom
shift of height (nm): from maxima 1 and 5; from maximum 5 alone
  mirror absorption: +0.008; +0.020
  spacer absorption: -0.003; +0.000
  marker 1 nm thick, refracting: +1.446; +0.221
  graded mirror, 0.5 nm rms: -0.023; -0.040
  angular spread 0.05 mrad rms: -0.025; +0.002
  angle offset +0.02 mrad: +0.106; -0.182
  true mirror density 3% lower: +0.108; +0.091
  true spacer density 5% lower: -0.558; +0.147
  footprint 1/sin not removed: -0.342; +0.086
  absorption+marker+grading+spread: +1.285; +0.253
slice doubling (40 to 80) moves graded result by 9.2e-05 nm
yield at maxima 1, 5 with mirror absorption: 3.951, 3.529
yield at maxima 1, 5 in combined case: 3.659, 3.373
bandwidth 2e-04 (rough): phase spread at maximum 5 0.0069 rad
thickness factor, 1 nm marker in vacuum gap, at q of maximum 5: 0.9805
vacuum gap, q = 1.2 critical: r = 0.288, fringe contrast 0.532
```
